# Surface Temperature of a Planet Under Infrared-Black Layers: verification in Python

```python
"""Surface temperature of a planet under N infrared-black, sunlight-transparent layers.

Result under test: T_surface = (N + 1)**(1/4) * T_e, with sigma*T_e**4 = F.
F: absorbed sunlight per unit planet area (W/m2); sigma: Stefan-Boltzmann constant.
B = sigma*T**4: flux emitted by one black face. Bodies are ordered from the top
layer down to the surface, which is the last body. The surface is infrared-black
unless an emissivity is given. Steady states are found from traced infrared fluxes.
"""
import numpy as np
from scipy.constants import sigma, h, c, k
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, fsolve


def heating(B, solar, layer_emissivity=1.0, surface_emissivity=1.0, convection=0.0):
    """Trace infrared down and up; return heating of each body and net upward flux."""
    n = len(B) - 1
    down, up = np.zeros(n + 1), np.zeros(n + 1)
    for i in range(n):
        down[i + 1] = (1 - layer_emissivity) * down[i] + layer_emissivity * B[i]
    up[n] = surface_emissivity * B[n] + (1 - surface_emissivity) * down[n]
    for i in reversed(range(n)):
        up[i] = (1 - layer_emissivity) * up[i + 1] + layer_emissivity * B[i]
    net = up - down
    heat = np.array(solar, dtype=float)
    heat[:n] += net[1:] - net[:n]
    heat[n] -= net[n]
    if n > 0:
        heat[n] -= convection
        heat[n - 1] += convection
    return heat, net


def steady(solar, **options):
    """Emitted fluxes B for which every body has zero net heating."""
    size = len(solar)
    offset = heating(np.zeros(size), solar, **options)[0]
    columns = [heating(row, solar, **options)[0] - offset for row in np.eye(size)]
    return np.linalg.solve(np.array(columns).T, -offset)


def temperature(B):
    return (B / sigma) ** 0.25


def planck_fraction(short, long, T):
    """Fraction of black emission between two wavelengths in metres."""
    x_low = 0.0 if np.isinf(long) else h * c / (long * k * T)
    x_high = 100.0 if short == 0 else h * c / (short * k * T)
    return 15 / np.pi**4 * quad(lambda x: x**3 / np.expm1(x), x_low, x_high,
                                epsabs=1e-13, limit=200)[0]


# Rough Earth-like inputs
S, albedo = 1360.0, 0.30
sphere_mean = quad(lambda mu: 2 * np.pi * mu, 0, 1)[0] / (4 * np.pi)
assert abs(sphere_mean - 0.25) < 1e-12
F = (1 - albedo) * S * sphere_mean
T_e = temperature(F)

# Black flux from Planck radiance: frequency integral times cosine-weighted solid angle
T_test = 300.0
radiance = quad(lambda x: 2 * h / c**2 * (k * T_test / h)**4 * x**3 / np.expm1(x),
                0, 100, epsabs=1e-9, limit=200)[0]
planck_flux = radiance * quad(lambda mu: 2 * np.pi * mu, 0, 1)[0]
assert abs(planck_flux / (sigma * T_test**4) - 1) < 1e-7

print(f"Solar flux S (rough input): {S:.0f} W/m2")
print(f"Albedo A (rough input): {albedo:.2f}")
print(f"Mean cosine over whole sphere: {sphere_mean:.4f}")
print(f"Absorbed sunlight F: {F:.1f} W/m2")
print(f"Planck-integrated flux at 300 K: {planck_flux:.2f} W/m2")
print(f"sigma T^4 at 300 K: {sigma * T_test**4:.2f} W/m2")
print(f"Effective emission temperature T_e: {T_e:.2f} K")

# Follow the temperatures in time from cold and hot starts
for N in range(5):
    solar = np.zeros(N + 1)
    solar[N] = F
    capacity = np.linspace(1e6, 3e6, N + 1)  # J/(m2 K), unequal on purpose
    ends = []
    for start in (100.0, 500.0):
        run = solve_ivp(lambda t, T: heating(sigma * T**4, solar)[0] / capacity,
                        (0, 1e9), np.full(N + 1, start), method="Radau",
                        rtol=1e-8, atol=1e-7)
        assert run.success
        T_end = run.y[:, -1]
        assert np.allclose(T_end, T_e * np.arange(1, N + 2)**0.25, atol=1e-3, rtol=0)
        net = heating(sigma * T_end**4, solar)[1]
        assert np.allclose(net, F, atol=0.02, rtol=0)
        ends.append(T_end[-1])
    print(f"N={N}: T_surface from 100 K, 500 K starts: {ends[0]:.2f}, {ends[1]:.2f} K;"
          f" ratio to T_e {ends[0] / T_e:.4f}")
    if N == 2:
        print(f"N=2: layer temperatures, top down: {T_end[0]:.2f}, {T_end[1]:.2f} K")
        print("N=2: emitted B, top down: "
              + ", ".join(f"{b:.1f}" for b in sigma * T_end**4) + " W/m2")
        print("N=2: net upward infrared in gaps: "
              + ", ".join(f"{q:.1f}" for q in net) + " W/m2")

# Sizes of neglected effects for one layer
T_one = temperature(steady([0.0, F])[-1])
print(f"One-layer reference T_surface: {T_one:.2f} K")


def report(label, T):
    print(f"{label}: T_surface {T:.2f} K, shift {T - T_one:+.2f} K")


emissivity = 0.95
for N in (1, 2, 3):
    B = steady([0.0] * N + [F], surface_emissivity=emissivity)
    assert abs(B[-1] - (N + 1 / emissivity) * F) < 1e-8 * F
    if N == 1:
        report("Surface emissivity 0.95", temperature(B[-1]))

absorbed, convection = 0.30, 100.0
report("Convection 100 W/m2", temperature(steady([0.0, F], convection=convection)[-1]))
report("30% of sunlight absorbed in layer",
       temperature(steady([absorbed * F, (1 - absorbed) * F])[-1]))
for N in (1, 2, 3):
    solar = [0.0] * (N - 1) + [absorbed * F, (1 - absorbed) * F]
    B = steady(solar, convection=convection)
    assert abs(B[-1] - ((N + 1 - absorbed) * F - convection)) < 1e-8 * F
    print(f"N={N}, both of these effects: T_surface {temperature(B[-1]):.2f} K")


# Layer fully transparent from 8 to 12 micrometres and black elsewhere
def window(T):
    return planck_fraction(8e-6, 12e-6, T)


def window_balances(T):
    T_layer, T_surface = T
    layer_face = (1 - window(T_layer)) * sigma * T_layer**4
    surface = sigma * T_surface**4
    return [(1 - window(T_surface)) * surface - 2 * layer_face,
            F + layer_face - surface]


T_window = fsolve(window_balances, [250.0, 290.0], xtol=1e-11)
assert np.max(np.abs(window_balances(T_window))) < 1e-5
w = window(T_window[1])
assert abs(sigma * T_window[1]**4 * (1 + w) - 2 * F) < 1e-4
print(f"Fraction of surface emission in 8-12 um window: {w:.4f}")
report("Open 8-12 um window", T_window[1])

# Lower face of the layer warmer than its upper face
face_difference = 30.0
B_lower = sigma * (T_e + face_difference)**4
report("Lower face 30 K warmer than upper", temperature(F + B_lower))

# Spherical shell: part of its inward emission strikes the shell itself
height, radius = 10.0, 6400.0  # km
g = (1 + height / radius)**2
shell_matrix = np.array([[(g - 1) - 2 * g, 1.0], [1.0, -1.0]])
B_shell, B_planet = np.linalg.solve(shell_matrix, [0.0, -F])
assert abs(B_planet - F * (1 + 1 / g)) < 1e-8 * F
report("Shell at 10 km, planet radius 6400 km", temperature(B_planet))

# Uneven surface with the same global mean of T^4; x is the sine of latitude
amplitude = 30.0


def local_temperature(x, mean):
    return mean - amplitude * (3 * x**2 - 1) / 2


T_mean = brentq(lambda m: quad(lambda x: local_temperature(x, m)**4, 0, 1)[0]
                - T_one**4, 200, 400)
assert T_mean < T_one
contrast = local_temperature(0, T_mean) - local_temperature(1, T_mean)
print(f"Equator-to-pole contrast (rough input): {contrast:.0f} K")
print(f"Mean surface temperature then: {T_mean:.2f} K, shift {T_mean - T_one:+.2f} K")

# Overlap of solar and thermal spectra, divided at 4 micrometres
solar_tail = planck_fraction(4e-6, np.inf, 5800.0)
thermal_head = planck_fraction(0, 4e-6, T_one)
print(f"Sunlight (5800 K black) beyond 4 um: {100 * solar_tail:.2f} %")
print(f"Surface emission below 4 um: {100 * thermal_head:.2f} %")
report("Solar tail absorbed in layer",
       temperature(steady([solar_tail * F, (1 - solar_tail) * F])[-1]))

print("all good")
```

Output:

```
Solar flux S (rough input): 1360 W/m2
Albedo A (rough input): 0.30
Mean cosine over whole sphere: 0.2500
Absorbed sunlight F: 238.0 W/m2
Planck-integrated flux at 300 K: 459.30 W/m2
sigma T^4 at 300 K: 459.30 W/m2
Effective emission temperature T_e: 254.53 K
N=0: T_surface from 100 K, 500 K starts: 254.53, 254.53 K; ratio to T_e 1.0000
N=1: T_surface from 100 K, 500 K starts: 302.69, 302.69 K; ratio to T_e 1.1892
N=2: T_surface from 100 K, 500 K starts: 334.98, 334.98 K; ratio to T_e 1.3161
N=2: layer temperatures, top down: 254.53, 302.69 K
N=2: emitted B, top down: 238.0, 476.0, 714.0 W/m2
N=2: net upward infrared in gaps: 238.0, 238.0, 238.0 W/m2
N=3: T_surface from 100 K, 500 K starts: 359.96, 359.96 K; ratio to T_e 1.4142
N=4: T_surface from 100 K, 500 K starts: 380.61, 380.61 K; ratio to T_e 1.4953
One-layer reference T_surface: 302.69 K
Surface emissivity 0.95: T_surface 304.66 K, shift +1.97 K
Convection 100 W/m2: T_surface 285.36 K, shift -17.33 K
30% of sunlight absorbed in layer: T_surface 290.64 K, shift -12.05 K
N=1, both of these effects: T_surface 270.73 K
N=2, both of these effects: T_surface 312.76 K
N=3, both of these effects: T_surface 342.53 K
Fraction of surface emission in 8-12 um window: 0.2511
Open 8-12 um window: T_surface 286.20 K, shift -16.49 K
Lower face 30 K warmer than upper: T_surface 322.01 K, shift +19.32 K
Shell at 10 km, planet radius 6400 km: T_surface 302.57 K, shift -0.12 K
Equator-to-pole contrast (rough input): 45 K
Mean surface temperature then: 301.82 K, shift -0.87 K
Sunlight (5800 K black) beyond 4 um: 0.96 %
Surface emission below 4 um: 0.23 %
Solar tail absorbed in layer: T_surface 302.33 K, shift -0.37 K
all good
```
